# Interface-state density from low- and high-frequency capacitance: a worked exercise

## Problem

A metal-oxide-semiconductor capacitor on p-type material has the oxide capacitance \(C_{ox}=1.0\). At one fixed gate bias its small-signal capacitance is \(C_{LF}=0.6\) at low frequency and \(C_{HF}=0.5\) at high frequency. All capacitances are per unit area, in µF/cm². What density of interface states \(D_{it}\), per cm² and per eV, do these readings imply?

Assume the following:

- The interface states exchange charge with the semiconductor fast enough to follow the low-frequency signal fully, and too slowly to follow the high-frequency signal at all. The steady bias is held long enough for them to reach equilibrium.
- The semiconductor surface is in depletion, so minority carriers play no part.
- Leakage and series resistance are negligible, and the surface is laterally uniform.
- \(D_{it}\) changes little over an energy range of a few \(kT\).

The three readings are taken as exact at first. Practical units are used, with \(q>0\) the elementary charge.

## Hints

1. The gate voltage is shared between the oxide and the semiconductor. Write the charge balance and ask how much gate charge is needed to change the surface potential \(\psi\) by a small amount.
2. At high frequency the interface states still hold charge, but this charge is constant during the signal. What does a constant charge contribute to a derivative?
3. The oxide is in series with everything else. Remove it from each reading before comparing the two.
4. When \(\psi\) rises by 1 V, by how many eV does the Fermi level move relative to the interface states?

## Solution

**Charge balance.** Let \(Q_G\) be the gate charge, \(Q_s\) the semiconductor charge and \(Q_{it}\) the charge in interface states, all per unit area. Neutrality and the voltage drop across the oxide give

\[
Q_G=-Q_s(\psi)-Q_{it}-Q_f,\qquad V_G=V_0+\psi+\frac{Q_G}{C_{ox}} .
\]

The fixed oxide charge \(Q_f\) and the contact voltage \(V_0\) are constants and vanish on differentiation. Define

\[
C_s=-\frac{dQ_s}{d\psi},\qquad C_{it}=-\frac{dQ_{it}}{d\psi}.
\]

Both are positive: a higher \(\psi\) widens the negatively charged depletion layer and fills more states with electrons.

**Low frequency.** Both charges follow, so \(dQ_G=(C_s+C_{it})\,d\psi\). Dividing \(dV_G=d\psi+dQ_G/C_{ox}\) by \(dQ_G\) gives

\[
\frac{1}{C_{LF}}=\frac{dV_G}{dQ_G}=\frac{1}{C_s+C_{it}}+\frac{1}{C_{ox}} .
\]

**High frequency.** Now \(Q_{it}\) is frozen, so \(dQ_G=C_s\,d\psi\) and

\[
\frac{1}{C_{HF}}=\frac{1}{C_s}+\frac{1}{C_{ox}} .
\]

The steady bias is the same and the states are in equilibrium with it, so \(\psi\), and with it \(C_s\), is the same in both equations. Solving each for its semiconductor side and subtracting removes \(C_s\):

\[
C_{it}=\left(\frac1{C_{LF}}-\frac1{C_{ox}}\right)^{-1}-\left(\frac1{C_{HF}}-\frac1{C_{ox}}\right)^{-1}.
\]

The doping is therefore not needed.

**From capacitance to density.** Measure the energy \(E\) of a state from midgap at the surface. A state is occupied with probability \(f=1/(1+e^{(E-E_F)/kT})\), so apart from a constant

\[
Q_{it}=-q\int D_{it}(E)\,f(E)\,dE .
\]

Raising \(\psi\) by 1 V lowers the surface bands by 1 eV relative to the Fermi level, so \(dE_F/d\psi=1\) eV/V. Since \(f\) depends on \(E-E_F\), \(\partial f/\partial E_F=-\partial f/\partial E\), and

\[
C_{it}=q\,\frac{dE_F}{d\psi}\int D_{it}(E)\left(-\frac{\partial f}{\partial E}\right)dE\;\approx\; q\,D_{it}(E_F)\times 1\ \mathrm{eV/V}.
\]

The weight \(-\partial f/\partial E\) has unit area and is a few \(kT\) wide, so a smooth density can be taken out of the integral. With energies in eV a single factor \(q\) remains; with energies in joules it would be \(q^2\).

**Numbers.** In µF/cm²,

\[
C_s+C_{it}=\frac{1}{1/0.6-1/1.0}=1.5,\qquad C_s=\frac{1}{1/0.5-1/1.0}=1.0,\qquad C_{it}=0.5 .
\]

Hence

\[
D_{it}=\frac{0.5\times10^{-6}\ \mathrm{F/cm^2}}{1.602\times10^{-19}\ \mathrm{C}}\times\frac{1\ \mathrm V}{1\ \mathrm{eV}}
=3.1\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}} .
\]

This is 0.031 states per nm² and eV.

**Why the readings cannot be subtracted directly.** Write \(C=C_{ox}X/(C_{ox}+X)\), with \(X=C_s+C_{it}\) for the low-frequency reading and \(X=C_s\) for the other. Over a common denominator the terms in \(C_s(C_s+C_{it})\) cancel, leaving

\[
C_{LF}-C_{HF}=\frac{C_{ox}^2\,C_{it}}{(C_{ox}+C_s+C_{it})(C_{ox}+C_s)}=\frac{0.5}{2.5\times2.0}=0.1 .
\]

Using this 0.1 µF/cm² as \(C_{it}\) would give \(6.2\times10^{11}\) cm⁻² eV⁻¹, five times too little. The difference approaches \(C_{it}\) when \(C_{ox}\) is much larger than \(C_s+C_{it}\). In the opposite limit of a thick oxide it falls as \(C_{ox}^2\), and the states become hard to see.

**Reading errors.** Each term of \(C_{it}\) has the form \(X=C\,C_{ox}/(C_{ox}-C)\), with derivatives

\[
\frac{\partial X}{\partial C}=\frac{C_{ox}^2}{(C_{ox}-C)^2},\qquad
\frac{\partial X}{\partial C_{ox}}=-\frac{C^2}{(C_{ox}-C)^2}.
\]

The second term enters \(C_{it}\) with a minus sign, so

\[
\frac{\partial C_{it}}{\partial C_{LF}}=\frac{1}{0.4^2}=6.25,\qquad
\frac{\partial C_{it}}{\partial C_{HF}}=-\frac{1}{0.5^2}=-4,\qquad
\frac{\partial C_{it}}{\partial C_{ox}}=-2.25+1=-1.25 .
\]

Errors of 0.01 µF/cm² in all three readings, with the worst combination of signs, change \(C_{it}\) by about \(0.01\times11.5=0.115\), or 23% of its value. Direct recomputation gives a range from 2.4 to \(3.9\times10^{12}\) cm⁻² eV⁻¹. If the readings were known only to ±0.05, both could equal 0.55 and \(D_{it}\) could be zero. The second digit of 3.1 thus rests on treating the readings as exact.

**A check on a model capacitor.** Take a semiconductor with relative permittivity 12 and permittivity \(\varepsilon\), acceptor density \(N=4\times10^{18}\) cm⁻³, intrinsic density \(n_i=10^{10}\) cm⁻³ and temperature 300 K. These are round parameters, not a particular material. Treat the depletion layer as free of holes up to a sharp edge, an approximation that makes \(\psi\) at a given \(C_s\) too small by about \(kT/q\). A layer of width \(w\) then holds the charge \(-qNw\) and supports \(\psi=qNw^2/2\varepsilon\). Eliminating \(w\),

\[
Q_s=-\sqrt{2\varepsilon qN\psi},\qquad C_s=\sqrt{\frac{\varepsilon qN}{2\psi}} .
\]

The value \(C_s=1.0\) µF/cm² is reached at \(\psi=0.34\) V. With the density found above placed at this interface, the charge balance was solved numerically at two slightly different gate voltages. The change of gate charge gives 0.600 µF/cm² when the states follow and 0.500 when they are frozen, as required.

**Two ways to lose accuracy.** The first is a mismatch of bias. If the high-frequency reading of this model is taken 0.1 V higher in gate voltage, the depletion layer is wider, \(C_s\) is smaller, and the reading drops to 0.486 µF/cm². The two values of \(C_s\) no longer cancel, and the apparent density rises to \(3.5\times10^{12}\) cm⁻² eV⁻¹, 11% above the true one.

The second is structure in \(D_{it}\) finer than the thermal weight. A Gaussian peak of height \(10^{13}\) cm⁻² eV⁻¹ and standard deviation 0.005 eV has the area \(10^{13}\times0.005\sqrt{2\pi}=1.25\times10^{11}\) cm⁻². The weight has its maximum \(1/4kT=9.7\) eV⁻¹ at the Fermi level, with \(kT=0.0259\) eV. With the Fermi level at the peak, the method can therefore report at most their product, \(1.21\times10^{12}\). The simulated value is \(1.20\times10^{12}\) cm⁻² eV⁻¹, about an eighth of the true height.

## Variation 1: a high frequency that is not high enough

*Assume for simplicity that the interface states of the main problem all respond with the same time constant \(\tau\), and that the "high-frequency" signal has \(\omega\tau=1\). The low-frequency reading is still 0.6 µF/cm². What density does the formula return?*

Let \(-p\) be the signal-induced change of \(Q_{it}\) and \(\delta\psi\) the oscillation of the surface potential. Relaxation towards equilibrium means \(\tau\,dp/dt=C_{it}\,\delta\psi-p\). For signals varying as \(e^{i\omega t}\) this gives \(p=C_{it}\,\delta\psi/(1+i\omega\tau)\), so \(C_{it}\) is replaced by \(C_{it}/(1+i\omega\tau)\). The semiconductor side becomes

\[
X=\frac{C_s+C_{it}+i\omega\tau C_s}{1+i\omega\tau}.
\]

Inserting it in \(C_{ox}X/(C_{ox}+X)\) and dividing numerator and denominator by \(C_{ox}+C_s+C_{it}\) gives

\[
\frac{\delta Q_G}{\delta V_G}=\frac{C_{LF}+i\omega\tau' C_{HF}}{1+i\omega\tau'},\qquad
\tau'=\tau\,\frac{C_{ox}+C_s}{C_{ox}+C_s+C_{it}}=0.8\,\tau ,
\]

where \(C_{HF}\) is the true high-frequency limit. An instrument that reports a capacitance in parallel with a conductance measures the part of the charge in phase with the voltage, which is the real part (a series-mode reading differs slightly):

\[
C(\omega)=\frac{C_{LF}+(\omega\tau')^2C_{HF}}{1+(\omega\tau')^2}
=\frac{0.6+0.64\times0.5}{1.64}=0.561 .
\]

Removing the oxide gives \(0.561/0.439=1.278\), so the apparent \(C_{it}\) is \(1.5-1.278=0.222\) µF/cm². The formula returns \(1.4\times10^{12}\) cm⁻² eV⁻¹, less than half the true density, because states that partly follow are counted as semiconductor capacitance. At \(\omega\tau=10\) the result is \(3.08\times10^{12}\), about 1% low. These numbers hold for a single time constant. States spread over energy have a range of time constants, so the reading approaches its high-frequency limit more slowly, and a higher frequency is needed for the same accuracy. Integrating the rate equation in time reproduces \(C(\omega)\) at \(\omega\tau=0.1\), 1 and 10.

## Variation 2: inversion without any interface states

*The model capacitor has no interface states, but it is biased to \(\psi=2\phi_F\), where \(\phi_F=(kT/q)\ln(N/n_i)=0.512\) V. Electrons, the minority carriers, follow the slow signal and not the fast one. What density does the formula report?*

The bulk electron density is \(n_i^2/N=Ne^{-2q\phi_F/kT}\), so where the potential is \(\psi\) it is \(Ne^{q(\psi-2\phi_F)/kT}\). Poisson's equation reads \(\psi''=(q/\varepsilon)(N+n)\). Multiplying by \(\psi'\) and integrating from the depletion edge, where \(\psi=\psi'=0\), gives the surface field and the total charge

\[
|Q|=\varepsilon|\psi'|=\sqrt{2\varepsilon qN\left(\psi+\frac{kT}{q}e^{q(\psi-2\phi_F)/kT}\right)} ,
\]

up to a negligible constant of relative order \(e^{-2q\phi_F/kT}\). From the main example, \(\varepsilon qN=2C_s^2\psi=2\times1.0^2\times0.3405=0.681\) µF² V/cm⁴. At \(\psi=2\phi_F=1.024\) V the exponential is 1, and differentiation gives the slow response

\[
\frac{d|Q|}{d\psi}=\frac{\varepsilon qN\,(1+1)}{|Q|}=\frac{2\times0.681}{\sqrt{2\times0.681\times1.050}}=1.139 .
\]

For the fast signal, treat the electrons as a thin sheet of constant charge. The depletion layer alone responds, with \(\sqrt{0.681/(2\times1.024)}=0.577\) µF/cm². The difference, 0.562 µF/cm², is read as \(C_{it}\) and gives a false density of \(3.5\times10^{12}\) cm⁻² eV⁻¹.

In this classical model the false density is as large as the answer to the main problem, although no interface state is present. The number should not be carried over to a real device at this doping. The surface field is \(F=|Q|/\varepsilon\approx1.1\) MV/cm, so the classical electron layer would be only \(kT/qF\approx0.2\) nm thick. The electron motion normal to the surface is then quantized, with the lowest level about 0.18 eV, or \(7kT\), above the band edge for the free-electron mass. The false density at \(\psi=2\phi_F\) is then smaller by one to two orders of magnitude, and the value found above is reached only at a surface potential roughly 0.1 V higher. The onset is shifted, but the error itself remains. If the doping is unknown, a pair of readings at one bias cannot tell interface states from minority carriers. Further information is needed, for example the doping, which together with \(C_{HF}\) gives the surface potential and shows whether the surface is in depletion. At \(\psi=0.34\) V in the same model the exponential is about \(3\times10^{-12}\), so minority carriers do not disturb the main example.

## Computed results

```
MAIN EXAMPLE
C_ox, C_LF, C_HF = 1.0, 0.6, 0.5 uF/cm^2
elementary charge = 1.6022e-19 C
C_s + C_it = 1.5000 uF/cm^2
C_s = 1.0000 uF/cm^2
C_it = 0.5000 uF/cm^2
D_it = 3.121e+12 1/(cm^2 eV)
D_it = 0.0312 1/(nm^2 eV)
wrong direct difference C_LF - C_HF = 0.10 uF/cm^2
density from it = 6.242e+11 1/(cm^2 eV)
READING ERRORS
dC_it/dC_ox, /dC_LF, /dC_HF = -1.25, 6.25, -4.00 (no unit)
change of each reading = +-0.01 uF/cm^2
range of D_it = 2.43e+12 to 3.86e+12 1/(cm^2 eV)
MODEL CAPACITOR
temperature = 300 K, kT = 0.02585 eV
relative permittivity = 12
doping = 4.0e+18 1/cm^3, intrinsic = 1.0e+10 1/cm^3
phi_F = 0.5120 V, surface potential = 0.3405 V
Fermi level from midgap at surface = -0.1716 eV
simulated C_LF = 0.60000 uF/cm^2
simulated C_HF = 0.50000 uF/cm^2
SMOOTH DENSITY 1e12*(1 + 10 E^2), E in eV
psi = 0.20 V: true 1.974e+12, found 1.995e+12 1/(cm^2 eV)
psi = 0.34 V: true 1.296e+12, found 1.318e+12 1/(cm^2 eV)
psi = 0.50 V: true 1.001e+12, found 1.023e+12 1/(cm^2 eV)
NARROW PEAK
height = 1.0e+13 1/(cm^2 eV), standard deviation = 0.005 eV
found at the peak = 1.201e+12 1/(cm^2 eV)
HIGH-FREQUENCY READING AT FINITE omega*tau
omega*tau = 0.1: C = 0.5994 uF/cm^2, apparent D_it = 2.477e+10 1/(cm^2 eV)
omega*tau = 1.0: C = 0.5610 uF/cm^2, apparent D_it = 1.387e+12 1/(cm^2 eV)
omega*tau = 10.0: C = 0.5015 uF/cm^2, apparent D_it = 3.082e+12 1/(cm^2 eV)
INVERSION WITHOUT TRAPS
surface potential = 1.0241 V
false D_it = 3.510e+12 1/(cm^2 eV)
MISMATCHED GATE BIAS
C_HF read 0.1 V higher = 0.4860 uF/cm^2
apparent D_it = 3.461e+12 1/(cm^2 eV)
```
